# Steady peak temperature rise of fused silica under a Gaussian beam: test program

```python
# Result under test: a half-space of conductivity k absorbing power P at its
# surface from a Gaussian beam of 1/e^2 intensity radius w has the steady peak
# temperature rise  P / (sqrt(2 pi) k w).
# Symbols: power P [W], waist w [m], k [W/(m K)], diffusivity D [m^2/s],
# lam = radial wavenumber [1/m], film_sheet = film conductivity * thickness [W/K].
# Closed formulas and Hankel integrals are compared with an axisymmetric
# finite-volume solution of the heat equation built from local flux balances.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import splu
from scipy.special import i0e

P, w, k = 10e-3, 10e-6, 1.4
# Rough typical values for a thermoreflectance sample
film_k, film_h = 150.0, 80e-9
interface_G = 1e8
slope = 1e-3
heat_capacity = 1.6e6
air_k = 0.03
substrate_d = 1e-3
ambient = 300.0
absorption_depth = 1e-6

D = k / heat_capacity
film_sheet = film_k * film_h
spread_length = film_sheet / k


def hankel_peak(response):
    """Central surface rise for a given surface response per unit flux."""
    def integrand(x):
        lam = x / w
        return np.exp(-x * x / 8) * lam * response(lam) / w
    return P / (2 * np.pi) * quad(integrand, 0, 30, limit=400)[0]


def kirchhoff(linear_rise):
    return (np.sqrt(1 + 2 * slope * linear_rise) - 1) / slope


# Graded mesh: fine at the beam centre, reaching about 1000 waists
r = np.concatenate(([0.0], np.cumsum(0.025 * w * 1.06 ** np.arange(134))))
r_face = (r[1:] + r[:-1]) / 2
rim = np.concatenate(([0.0], r_face, [r[-1]]))
area = np.pi * np.diff(rim ** 2)
beam = -P * np.diff(np.exp(-2 * rim ** 2 / w ** 2))


def grid_surface(z, layers, b=0.0, sheet=0.0, loss=0.0, depth=0.0, time=0.0):
    """Surface temperature rise on the r mesh; layers = k of each z interval."""
    nr, nz = len(r), len(z)
    total = nr * nz
    dz = np.diff(z)
    top = int(np.argmin(np.abs(z)))
    half_k = layers * dz / 2
    slab_k = np.append(half_k, 0) + np.append(0, half_k)
    thickness = np.append(dz / 2, 0) + np.append(0, dz / 2)
    ring = 2 * np.pi * r_face / np.diff(r)
    g_r = np.outer(ring, slab_k)
    g_z = np.outer(area, layers / dz)
    g_film = np.zeros_like(g_r)
    g_film[:, top] = ring * sheet
    bulk = np.concatenate((g_r.ravel(), g_z.ravel()))
    extra = np.concatenate((g_film.ravel(), np.zeros(g_z.size)))
    node = np.arange(total).reshape(nr, nz)
    start = np.concatenate((node[:-1].ravel(), node[:, :-1].ravel()))
    end = np.concatenate((node[1:].ravel(), node[:, 1:].ravel()))
    n_edge = len(start)
    edge = np.arange(n_edge)
    gradient = csr_matrix(
        (np.concatenate((np.ones(n_edge), -np.ones(n_edge))),
         (np.concatenate((edge, edge)), np.concatenate((start, end)))),
        shape=(n_edge, total))
    source = np.zeros((nr, nz))
    if depth:
        z_rim = np.concatenate(([0.0], (z[1:] + z[:-1]) / 2, [z[-1]]))
        source[:] = np.outer(beam, -np.diff(np.exp(-z_rim / depth)))
    else:
        source[:, top] = beam
    source = source.ravel()
    sink = np.zeros((nr, nz))
    sink[:, top] = loss * area
    sink = sink.ravel()
    free = np.ones((nr, nz), dtype=bool)
    free[-1, :] = False
    free[:, -1] = False
    if z[0] < 0:
        free[:, 0] = False
    keep = np.flatnonzero(free.ravel())
    steps = 200 if time else (12 if b else 1)
    storage = np.zeros(total)
    if time:
        storage = heat_capacity * np.outer(area, thickness).ravel() * steps / time
    T = np.zeros(total)
    solver = None
    for _ in range(steps):
        if solver is None or b:
            factor = 1 + b * T
            g = bulk * np.sqrt(factor[start] * factor[end]) + extra
            matrix = gradient.T @ diags(g) @ gradient + diags(sink + storage)
            matrix = matrix.tocsr()[keep][:, keep].tocsc()
            solver = splu(matrix, permc_spec="MMD_AT_PLUS_A",
                          diag_pivot_thresh=0.0,
                          options=dict(SymmetricMode=True))
        T[keep] = solver.solve(source[keep] + storage[keep] * T[keep])
    return T.reshape(nr, nz)[:, top]


def agree(grid_value, formula_value, tolerance=0.01):
    # 1 percent covers the mesh spacing (below a tenth of w inside the beam)
    assert abs(grid_value / formula_value - 1) < tolerance, (grid_value, formula_value)


# Main result, profile and probe average
peak = P / (np.sqrt(2 * np.pi) * k * w)
z = r.copy()
uniform = np.full(len(z) - 1, k)
surface = grid_surface(z, uniform)
agree(surface[0], peak)
agree(hankel_peak(lambda lam: 1 / (k * lam)), peak, 1e-7)
for radius in (0.5 * w, w, 3 * w):
    i = int(np.argmin(np.abs(r - radius)))
    agree(surface[i], peak * i0e((r[i] / w) ** 2))
assert np.all(np.diff(surface) < 0)
probe_average = peak / np.sqrt(2)
agree(np.sum(beam * surface) / P, probe_average)

# Approach to the steady state
def fraction_reached(t):
    return 2 / np.pi * np.arctan(np.sqrt(8 * D * t) / w)

test_time = 3 * w ** 2 / (8 * D)
agree(grid_surface(z, uniform, time=test_time)[0] / surface[0],
      fraction_reached(test_time))
time_half = w ** 2 / (8 * D)
time_99 = time_half * np.tan(0.99 * np.pi / 2) ** 2

# Conductivity that rises with temperature
peak_kT = kirchhoff(peak)
agree(grid_surface(z, uniform, b=slope)[0], peak_kT)

# Metal film, and absorption over a finite depth
def spread_peak(length):
    return hankel_peak(lambda lam: 1 / (k * lam * (1 + lam * length)))

peak_film = spread_peak(spread_length)
grid_film = grid_surface(z, uniform, sheet=film_sheet)[0]
agree(grid_film, peak_film)
agree(grid_surface(z, uniform, depth=spread_length)[0], spread_peak(spread_length))
peak_depth = spread_peak(absorption_depth)

# Conducting gas above the surface, tested with an exaggerated conductivity
z_both = np.concatenate((-r[:0:-1], r))
middle = (z_both[1:] + z_both[:-1]) / 2
two_media = np.where(middle < 0, 0.5 * k, k)
agree(grid_surface(z_both, two_media)[0], peak * k / (k + 0.5 * k))
peak_air = peak * k / (k + air_k)

# Heat sink at finite depth, tested on a thin substrate with the same mesh
def sink_drop(d):
    return P * np.log(2) / (2 * np.pi * k * d)

m = int(np.argmin(np.abs(z - 10 * w)))
thin = grid_surface(z[:m + 1], uniform[:m])[0]
agree(surface[0] - thin, sink_drop(z[m]), 0.05)  # small difference of two solutions

# Surface loss, tested with an exaggerated coefficient
def loss_peak(H):
    return hankel_peak(lambda lam: 1 / (k * lam + H))

test_loss = 0.1 * k / w
agree(grid_surface(z, uniform, loss=test_loss)[0], loss_peak(test_loss))
hot = ambient + peak
radiation_H = constants.sigma * (hot ** 4 - ambient ** 4) / peak
radiation_drop = peak - loss_peak(radiation_H)

# Interface resistance between film and glass
central_flux = 2 * P / (np.pi * w ** 2)
interface_bound = central_flux / interface_G
with_interface = hankel_peak(
    lambda lam: 1 / (film_sheet * lam ** 2 + k * lam / (1 + k * lam / interface_G)))
interface_extra = with_interface - peak_film
assert 0 < interface_extra < interface_bound

# Film and temperature-dependent glass together
joint = grid_surface(z, uniform, b=slope, sheet=film_sheet)[0]
assert joint < grid_film
film_drop = peak - peak_film
others = [peak - peak_kT, peak - peak_depth, peak - peak_air,
          sink_drop(substrate_d), radiation_drop, interface_extra]
assert film_drop > max(others)

print(f"absorbed power P: {P*1e3:.1f} mW")
print(f"1/e^2 radius w: {w*1e6:.1f} um")
print(f"silica conductivity k: {k:.2f} W/(m K)")
print(f"central absorbed flux: {central_flux*1e-6:.2f} MW/m^2")
print(f"PEAK RISE, closed formula: {peak:.1f} K")
print(f"peak rise as k_B*dT: {constants.k*peak/constants.e*1e3:.2f} meV")
print(f"peak rise, finite-volume solution: {surface[0]:.1f} K")
print(f"average seen by equal coaxial probe: {probe_average:.1f} K")
print(f"surface rise at r = w, formula: {peak*i0e(1.0):.1f} K")
print(f"rough volumetric heat capacity: {heat_capacity*1e-6:.2f} MJ/(m^3 K)")
print(f"diffusivity D: {D*1e6:.3f} mm^2/s")
print(f"time to half of steady rise: {time_half*1e6:.1f} us")
print(f"time to 99 percent of steady rise: {time_99*1e3:.1f} ms")
print(f"rough conductivity slope b: {slope:.4f} 1/K")
print(f"bare peak with k(T): {peak_kT:.1f} K")
print(f"drop due to k(T): {peak-peak_kT:.1f} K")
print(f"rough film conductivity: {film_k:.0f} W/(m K)")
print(f"rough film thickness: {film_h*1e9:.0f} nm")
print(f"film spreading length L: {spread_length*1e6:.2f} um")
print(f"peak with film, constant k: {peak_film:.1f} K")
print(f"drop due to film: {film_drop:.1f} K")
print(f"ratio film-coated to bare peak: {peak_film/peak:.3f}")
print(f"joint film and k(T), finite-volume: {joint:.1f} K")
print(f"round absorption depth, bare glass: {absorption_depth*1e6:.1f} um")
print(f"bare peak with that depth: {peak_depth:.1f} K")
print(f"drop due to absorption depth: {peak-peak_depth:.1f} K")
print(f"rough air conductivity: {air_k:.3f} W/(m K)")
print(f"drop due to air above bare glass: {peak-peak_air:.1f} K")
print(f"substrate thickness: {substrate_d*1e3:.1f} mm")
print(f"drop due to heat sink below: {sink_drop(substrate_d):.2f} K")
print(f"ambient temperature: {ambient:.0f} K")
print(f"black-surface loss coefficient: {radiation_H:.1f} W/(m^2 K)")
print(f"upper bound of radiation drop: {radiation_drop:.2f} K")
print(f"rough interface conductance: {interface_G*1e-6:.0f} MW/(m^2 K)")
print(f"interface bound q(0)/G: {interface_bound:.2f} K")
print(f"interface rise with film spreading: {interface_extra:.2f} K")
print("PASS")
```

It prints:

```
absorbed power P: 10.0 mW
1/e^2 radius w: 10.0 um
silica conductivity k: 1.40 W/(m K)
central absorbed flux: 63.66 MW/m^2
PEAK RISE, closed formula: 285.0 K
peak rise as k_B*dT: 24.56 meV
peak rise, finite-volume solution: 284.5 K
average seen by equal coaxial probe: 201.5 K
surface rise at r = w, formula: 132.7 K
rough volumetric heat capacity: 1.60 MJ/(m^3 K)
diffusivity D: 0.875 mm^2/s
time to half of steady rise: 14.3 us
time to 99 percent of steady rise: 57.9 ms
rough conductivity slope b: 0.0010 1/K
bare peak with k(T): 253.0 K
drop due to k(T): 32.0 K
rough film conductivity: 150 W/(m K)
rough film thickness: 80 nm
film spreading length L: 8.57 um
peak with film, constant k: 143.5 K
drop due to film: 141.4 K
ratio film-coated to bare peak: 0.504
joint film and k(T), finite-volume: 138.8 K
round absorption depth, bare glass: 1.0 um
bare peak with that depth: 248.2 K
drop due to absorption depth: 36.7 K
rough air conductivity: 0.030 W/(m K)
drop due to air above bare glass: 6.0 K
substrate thickness: 1.0 mm
drop due to heat sink below: 0.79 K
ambient temperature: 300 K
black-surface loss coefficient: 21.7 W/(m^2 K)
upper bound of radiation drop: 0.17 K
rough interface conductance: 100 MW/(m^2 K)
interface bound q(0)/G: 0.64 K
interface rise with film spreading: 0.10 K
PASS
```
